# Friedel oscillations of a free-electron metal beside an infinite wall

## The result

Free electrons of mass $m$ and spin 1/2 fill the half-space $z>0$ at zero temperature, up to the Fermi wavevector $k_F$. An infinitely high, flat wall stands at $z=0$. With $x=2k_Fz$, the electron density is

$$\frac{n(z)}{n_0}=1-3\,\frac{\sin x-x\cos x}{x^3},\qquad n_0=\frac{k_F^3}{3\pi^2}, \tag{1}$$

and far from the wall

$$\frac{n(z)}{n_0}-1\;\to\;\frac{3\cos(2k_Fz)}{(2k_Fz)^2}. \tag{2}$$

The density vanishes at the wall and approaches its bulk value $n_0$ through a ripple of wavevector $2k_F$, the Friedel oscillation. The model has no lattice, no interaction between electrons and no roughness. The metal is infinitely thick: the thickness $L$ goes to infinity at fixed $k_F$ and fixed $z$.

## Stage 1: one dimension

Put the electrons on a line between hard walls at $0$ and $L$. The normalized states are

$$\psi_j(z)=\sqrt{2/L}\,\sin(k_jz),\qquad k_j=\pi j/L,\quad j=1,2,\dots$$

Negative $j$ only changes the sign of $\psi_j$, so it gives no new state, and $j=0$ gives zero. With two spins per state,

$$n_{1}(z)=2\sum_{k_j<k_F}\frac2L\sin^2(k_jz).$$

The $k_j$ are spaced by $\pi/L$. For $L\to\infty$ at fixed $z$ the summand varies slowly from one $j$ to the next, and the sum becomes $(L/\pi)\int dk$:

$$n_1=\frac4\pi\int_0^{k_F}\sin^2(kz)\,dk=\frac2\pi\int_0^{k_F}(1-\cos2kz)\,dk=\frac{2k_F}{\pi}\left[1-\frac{\sin x}{x}\right].$$

**Limits.** For $x\to0$ the bracket tends to $x^2/6$, so the density vanishes at the wall. For $x\to\infty$ it tends to 1, leaving $2k_F/\pi$, the density of a uniform line of electrons.

The ripple is already present. Each state is an incident wave plus a reflected one, and their interference gives $\cos 2kz$. Summed over $k$, these cosines largely cancel. What survives far from the wall comes from the upper limit $k_F$, where the occupation stops abruptly.

## Stage 2: three dimensions

Now add free motion along the wall, with periodic conditions over an area $A$. In-plane wavevectors have density $A/(2\pi)^2$. For a given $k$ along $z$, the occupied ones fill a disc of squared radius $k_F^2-k^2$. Including spin, their number per area is

$$W(k)=2\,\frac{\pi(k_F^2-k^2)}{(2\pi)^2}=\frac{k_F^2-k^2}{2\pi}.$$

Each contributes $(2/L)\sin^2(kz)$, and the sum over $k$ again becomes $(L/\pi)\int dk$:

$$n(z)=\frac{L}{\pi}\,\frac2L\int_0^{k_F}W\sin^2(kz)\,dk=\frac1{\pi^2}\int_0^{k_F}(k_F^2-k^2)\sin^2(kz)\,dk. \tag{3}$$

Write $\sin^2(kz)=(1-\cos2kz)/2$. The constant part is

$$\frac1{2\pi^2}\left(k_F^3-\frac{k_F^3}{3}\right)=\frac{k_F^3}{3\pi^2}=n_0 .$$

The other part needs $I=\int_0^{k_F}(k_F^2-k^2)\cos(2kz)\,dk$. Integrate by parts. The boundary term $(k_F^2-k^2)\sin(2kz)/(2z)$ vanishes at both ends, and the derivative of the weight is $-2k$, so

$$I=\frac1z\int_0^{k_F}k\sin(2kz)\,dk=\frac1z\left[-\frac{k\cos2kz}{2z}+\frac{\sin2kz}{4z^2}\right]_0^{k_F}=\frac{\sin x-x\cos x}{4z^3}.$$

Since $z=x/(2k_F)$, we have $4z^3=x^3/(2k_F^3)$, hence

$$n=n_0-\frac{I}{2\pi^2}=n_0-\frac{k_F^3}{\pi^2}\,\frac{\sin x-x\cos x}{x^3}.$$

With $k_F^3/\pi^2=3n_0$ this is (1). Separating the two terms gives

$$\frac n{n_0}=1+\frac{3\cos x}{x^2}-\frac{3\sin x}{x^3}.$$

The last term is smaller by a factor of order $1/x$, which proves (2).

**Limit at the wall.** From the series of sine and cosine,

$$\sin x-x\cos x=\frac{x^3}{3}-\frac{x^5}{30}+\dots,$$

so $n/n_0\to x^2/10=\tfrac25(k_Fz)^2$. Directly from (3), with $\sin^2(kz)\approx k^2z^2$,

$$n\approx\frac{z^2}{\pi^2}\left(\frac{k_F^5}{3}-\frac{k_F^5}{5}\right)=\frac{2z^2k_F^5}{15\pi^2}=\frac25(k_Fz)^2n_0 .$$

**Why the decay is faster than on a line.** In one dimension the weight of the states is constant up to $k_F$, and the end point contributes a term in $1/z$. In three dimensions the weight $k_F^2-k^2$ falls linearly to zero at $k_F$. The $1/z$ term then vanishes, and the next integration by parts gives $1/z^2$.

**Extrema.** Differentiating (1), with $(\sin x-x\cos x)'=x\sin x$,

$$\frac{d}{dx}\frac n{n_0}=-\frac{3\sin x}{x^2}+\frac{9(\sin x-x\cos x)}{x^4}.$$

Setting this to zero for $x>0$ gives $(3-x^2)\sin x=3x\cos x$, or $\tan x=3x/(3-x^2)$. For large $x$ the right side is about $-3/x$, so the extrema lie near $x=\pi j-3/(\pi j)$ with $j=2,3,\dots$; there is none for $j=1$. They approach those of $\cos x$ from below.

**Numerical checks.** A slab of thickness $120/k_F$ was diagonalized by finite differences, and its in-plane states were counted one by one in a square of side $1000/k_F$. For $k_Fz<12$ its density differs from (1) by at most $1.6\times10^{-4}\,n_0$; the finite-size part of this difference oscillates with the thickness and reaches about $3\times10^{-4}\,n_0$ for nearby values. Separately, (3) was integrated numerically and the spectrum of $z^2(n/n_0-1)$ was taken over $10<k_Fz<110$. It peaks at $2.000\,k_F$, on a grid of step $0.005\,k_F$.

## Stage 3: blur the Fermi edge

If the sharp edge sustains the ripple, a smooth edge should damp it. Let the temperature be $T$, with $k_BT\ll E_F$, and hold the chemical potential at $E_F$. The Fermi function is a superposition of sharp steps,

$$f(E)=\int d\varepsilon\left(-\frac{\partial f}{\partial\varepsilon}\right)\theta(\varepsilon-E),$$

so the thermal density is the same superposition of zero-temperature densities. By (2), the leading ripple at zero temperature is

$$\delta n=\frac{k_F^3}{\pi^2}\,\frac{\cos2k_Fz}{4k_F^2z^2}=\frac{k_F\cos2k_Fz}{4\pi^2z^2}.$$

Set $u=(\varepsilon-E_F)/k_BT$. To first order the edge wavevector shifts by $k_BTu/(\hbar v_F)$, where $v_F=\hbar k_F/m$. The small change of the prefactor is dropped, and the ripple is measured about the thermal bulk density, which at fixed chemical potential exceeds $n_0$ by the fraction $(\pi^2/8)(k_BT/E_F)^2$. The phase shifts by $au$, with $a=2zk_BT/(\hbar v_F)$. The thermal weight $w(u)=e^u/(1+e^u)^2$ is even, so the part with $\sin au$ averages to zero, and the ripple is multiplied by

$$D=\int_{-\infty}^{\infty}w(u)\,e^{iau}\,du .$$

To evaluate $D$, close the contour along the line $\mathrm{Im}\,u=2\pi$. There $w$ repeats itself and the exponential gains a factor $e^{-2\pi a}$. The enclosed singularity is at $u=i\pi$. With $u=i\pi+s$,

$$w=-\frac1{4\sinh^2(s/2)}=-\frac1{s^2}+\text{regular terms},$$

so the residue of $we^{iau}$ is $-ia\,e^{-\pi a}$. Therefore

$$(1-e^{-2\pi a})D=2\pi i(-ia)e^{-\pi a}=2\pi a\,e^{-\pi a},$$

$$D=\frac{\chi}{\sinh\chi},\qquad \chi=\pi a=\frac{2\pi zk_BT}{\hbar v_F}. \tag{4}$$

For $T\to0$, $D\to1$. For $\chi\gg1$, $D\approx2\chi e^{-\chi}$: the power law gives way to exponential decay. Thus the sharpness of the edge sustains the long-range ripple. The linear shift of wavevector requires $k_Fz\,(k_BT/E_F)^2\ll1$. Integration over the Fermi occupation at $k_BT/E_F=0.00222$ and $x=2\pi\times(20,45,130,250)$ agrees with (4) to within 2 %.

## Stage 4: where the positive charge begins

The wall removes electrons from its neighbourhood. By parts,

$$\int_0^\infty\frac{\sin x-x\cos x}{x^3}dx=\left[-\frac{\sin x-x\cos x}{2x^2}\right]_0^\infty+\frac12\int_0^\infty\frac{\sin x}{x}dx=\frac\pi4 .$$

The bracket vanishes at both ends, and the last integral is $\pi/2$. With $dz=dx/(2k_F)$,

$$d\equiv\int_0^\infty\left(1-\frac n{n_0}\right)dz=\frac{3\pi}{8k_F}. \tag{5}$$

A neutral metal with uniform positive background $n_0$ must therefore have its background begin at $z=d$, not at the wall.

**Check by counting.** The number of electrons per area in a slab is $\sum_{j\ge1}W(k_j)$. The trapezoidal rule would include half the term $j=0$, so for large $L$

$$\frac NA=\frac L\pi\int_0^{k_F}W\,dk-\frac{W(0)}2=n_0L-\frac{k_F^2}{4\pi}.$$

Each of the two walls lacks $k_F^2/(8\pi)$. Division by $n_0$ gives $3\pi/(8k_F)$ again.

**The surface dipole.** Let $n_+$ be the background density and $U$ the electrostatic energy of an electron, zero outside. Poisson's equation reads $U''=(e^2/\varepsilon_0)(n_+-n)$. Integrating twice from the wall,

$$U(z)=\frac{e^2}{\varepsilon_0}\int_0^z(z-z')\,[n_+(z')-n(z')]\,dz'.$$

Deep inside, neutrality removes the term proportional to $z$, because the uncompensated charge falls as $1/z^2$. What remains is the first moment. Since $(\sin x-x\cos x)/x^2=-(\sin x/x)'$,

$$\int_0^\infty z\left(1-\frac n{n_0}\right)dz=\frac{3}{4k_F^2}\left[-\frac{\sin x}{x}\right]_0^\infty=\frac3{4k_F^2}.$$

The same integral with $n_+$ in place of $n$ is $d^2/2$. Subtracting,

$$U(\infty)=-\frac{e^2n_0}{\varepsilon_0k_F^2}\left(\frac34-\frac{9\pi^2}{128}\right). \tag{6}$$

The sign is negative because electrons occupy the strip $0<z<d$ in front of the background, and the resulting double layer holds electrons in. This is one electrostatic contribution to the binding of electrons, not a work function.

## Stage 5: lower the wall

A metal surface holds its electrons by a finite barrier. Take a step of height $E_F+\Phi$ at $z=0$, with $\Phi$ the work function, and define $k_0$ by $\hbar^2k_0^2/2m=E_F+\Phi$. The states are

$$\sqrt{\tfrac2L}\,\sin(kz+\delta)\ \ (z>0),\qquad \sqrt{\tfrac2L}\,\sin\delta\;e^{\kappa z}\ \ (z<0),\qquad \kappa^2=k_0^2-k^2 .$$

Continuity of the slope requires $k\cos\delta=\kappa\sin\delta$. Hence $\tan\delta=k/\kappa$ and $\sin\delta=k/k_0$. Corrections to the normalization vanish as $L\to\infty$. Inside, (3) holds with $\sin^2(kz+\delta)$ in place of $\sin^2(kz)$.

For the far ripple, repeat the integration by parts with the phase $2kz+2\delta(k)$, whose derivative $2z+2/\kappa$ is $2z$ to leading order when $z\gg1/\kappa(k_F)$. The lower the step, the farther in this form sets in. The first boundary term vanishes at $k_F$ because the weight does, and at $k=0$ because $\delta(0)=0$. The second gives

$$\frac n{n_0}-1\to\frac{3\cos[2k_Fz+2\delta(k_F)]}{(2k_Fz)^2}. \tag{7}$$

The wavevector and the leading envelope survive. The distant pattern moves towards the step by $\delta(k_F)/k_F$. As $k_0\to\infty$, $\delta\to0$ and (2) returns.

The background edge moves too. With a step at one end and a hard wall at the other, the allowed $k$ obey $kL+\delta(k)=\pi j$, so the density of levels gains $\delta'(k)/\pi$. The extra electrons per area are

$$\frac1\pi\int_0^{k_F}W\delta'\,dk=\frac1{\pi^2}\int_0^{k_F}k\,\delta\,dk,$$

by parts, with $W'=-k/\pi$ and vanishing boundary terms. They reduce the deficit at the step end, and division by $n_0$ gives

$$d=\frac{3\pi}{8k_F}-\frac3{k_F^3}\int_0^{k_F}k\,\delta(k)\,dk. \tag{8}$$

**Limits.** An infinite step returns (5). For $\Phi\to0$, $\delta=\arcsin(k/k_F)$. With $s=k/k_F$,

$$\int_0^1s\arcsin s\,ds=\frac\pi4-\frac12\int_0^1\frac{s^2}{\sqrt{1-s^2}}ds=\frac\pi4-\frac\pi8=\frac\pi8,$$

so $d=0$: the background edge then coincides with the step.

## Numbers for a contact metal

Take $n_0=180\ \mathrm{nm^{-3}}$, $\Phi=4.3$ eV and $T=300$ K, rough values in the regime of aluminium. Then

$$k_F=(3\pi^2\times180)^{1/3}\ \mathrm{nm^{-1}}=17.47\ \mathrm{nm^{-1}},\qquad E_F=11.62\ \mathrm{eV}.$$

The ripple has wavevector $34.94\ \mathrm{nm^{-1}}$ and period $\pi/k_F=0.180$ nm. For the infinite wall the first extrema are:

| Extremum | $z$ (nm) | $n/n_0$ |
|---|---:|---:|
| maximum | 0.165 | 1.086 |
| minimum | 0.260 | 0.964 |
| maximum | 0.353 | 1.020 |
| minimum | 0.444 | 0.988 |

The first two maxima are 0.188 nm apart, slightly more than the asymptotic period. The shift $-3/(\pi j)$ found above explains most of this (it gives 0.187 nm): it pulls the first maximum towards the wall more than the second. At 1 nm the envelope is $3/34.94^2=0.25$ % of $n_0$.

**Temperature.** The length $\hbar v_F/(2\pi k_BT)$ is 8.2 nm. At 1 nm, $\chi=1/8.2=0.12$ and $D=0.9975$. Room temperature hardly touches the first few periods.

**Finite barrier.** The step is $11.62+4.3=15.92$ eV high, so $\sin\delta(k_F)=\sqrt{11.62/15.92}$ and $\delta(k_F)=1.02$ rad. The density at the step is $0.29\,n_0$, not zero. The first maximum drops to 1.070 and moves from 0.165 to 0.115 nm, measured from the barrier.

That move is almost entirely a matter of origin. The background edge shifts by nearly the same amount, from 0.067 to 0.014 nm. Measured from it, the first maximum lies at 0.098 nm for the infinite wall and 0.101 nm for the step. At fixed $n_0$, the wall and the step thus agree on where this peak lies relative to the positive charge, and put its height above $n_0$ at 8.6 % and 7.0 %. Both barriers are abrupt and neither is self-consistent. In self-consistent jellium at this density (local-density approximation, Wigner correlation) the barrier is smooth, and the first maximum lies 0.12 to 0.13 nm from the background edge and only 0.1 to 0.2 % above $n_0$.

**Electrostatics.** In (6) the bracket is $0.750-0.694=0.056$, and $U(\infty)=-0.60$ eV, about 5 % of $E_F$. On the way in, however, $U$ first falls to $-1.08$ eV, then rises past its final value and settles to it through a decaying ripple, because the density itself oscillates about $n_0$. By Poisson's equation its slope is proportional to the accumulated net charge. That charge is negative in front of the background and must return to zero before $U$ can turn upward. This potential was computed from the infinite-wall density and was not fed back into the states. Its smallness is special to the infinite wall, which lets no charge spill out: the same first moment gives $-1.75$ eV for the step density, and self-consistent jellium at this density gives about $-6.2$ eV.

**The real surface.** Aluminium has three valence electrons per atom and a nearly free-electron band structure, which makes it a reasonable setting for the model. Its surface still breaks the assumption of an infinite wall. Within the step model, at fixed density, this moves the first peak by 0.05 nm relative to the barrier. The step itself is not a self-consistent surface potential. Self-consistency with exchange and correlation changes the peak height and the dipole by an order of magnitude or more, as the jellium values above show. Atomic planes and roughness are left out and not sized here. At a contact the semiconductor replaces the vacuum. Metal states that match states in its bands are then partly transmitted, so a step that reflects every occupied state no longer describes the interface. The percentages above belong to the model and are not measured densities. The numerical output below gives the values to more digits.

## Numbers as computed

```
bulk density n0: 180 nm^-3
work function: 4.3 eV
temperature: 300 K
Fermi wavevector kF: 17.47 nm^-1
ripple wavevector 2kF: 34.94 nm^-1
Fermi energy: 11.62 eV
Fermi velocity: 2.02 x 10^6 m/s
ripple period pi/kF: 0.1799 nm
spectrum peak: 2.000 kF
maximum 1: x = 5.7635, z = 0.1650 nm, n/n0 = 1.0862
minimum 1: x = 9.0950, z = 0.2603 nm, n/n0 = 0.9644
maximum 2: x = 12.3229, z = 0.3527 nm, n/n0 = 1.0196
minimum 2: x = 15.5146, z = 0.4441 nm, n/n0 = 0.9876
background edge d, infinite wall: 0.0674 nm
ripple envelope at 1 nm: 0.246 %
slab minus formula, infinite wall: 1.6e-04 n0
slab minus quadrature, step inside: 3.8e-04 n0
slab minus quadrature, step outside: 5.3e-05 n0
step height EF + work function: 15.92 eV
phase delta(kF) at step: 1.024 rad
far-ripple shift delta(kF)/kF: 0.0586 nm
background edge d, finite step: 0.0136 nm
density at the step: 0.292 n0
outside decay length 1/(2 kappaF): 0.0471 nm
spilled charge / n0: 0.0088 nm
first peak, finite step: n/n0 = 1.0695
first peak from step: 0.1146 nm
first peak from background edge, infinite wall: 0.0975 nm
first peak from background edge, finite step: 0.1010 nm
kT / EF: 0.00222
thermal damping length: 8.19 nm
thermal factor at 1 nm: 0.9975
electrostatic energy deep inside: -0.598 eV
same from Poisson integration: -0.599 eV
lowest electrostatic energy: -1.081 eV
inner level / Fermi energy: 5.1 %
```
